# Mean-Field Spinodal of a Symmetric Diblock Copolymer Melt

## The threshold for a self-assembled pattern

Directed self-assembly uses a block copolymer to form lines finer than the guiding pattern beneath it. Shorter chains give finer lines, but if the chains are too short the melt stays uniform and there is no pattern to direct. The repulsion between the blocks cannot set this limit alone, because it favours separation at any strength. What opposes it is the entropy of chains whose unlike blocks are joined. The limit follows from weighing the two for a composition wave of arbitrary wavelength.

### Model and conventions

Consider $n$ identical chains in a volume $V$. Each has $N$ segments, the first half of type A and the second half of type B. All segments have volume $v_0$ and statistical length $b$, and the chains are Gaussian. The melt is incompressible, so the volume fractions obey $\phi_A+\phi_B=1$ and $nNv_0=V$. The interaction energy is

$$
\frac{U}{k_BT}=\frac{\chi}{v_0}\int d\mathbf r\,\phi_A\phi_B , \tag{1}
$$

which fixes $\chi$ as a number per segment of volume $v_0$. Fields are energies per segment in units of $k_BT$. Lengths are in nanometres where a number is needed, since atomic units are unnatural here. We also use

$$
R_g^2=\frac{Nb^2}{6},\qquad k=qR_g,\qquad x=k^2,\qquad E=e^{-x/2}. \tag{2}
$$

The result to be derived is that, in mean-field theory, the uniform melt is stable against every weak composition wave for $\chi N<10.495$, and that it first becomes unstable at $qR_g=1.946$.

### Response of ideal chains

Let weak fields $u_A(\mathbf r)$ and $u_B(\mathbf r)$, with zero spatial average, act on the two kinds of segment. A chain conformation acquires the weight $\exp[-\sum_j u_{b(j)}(\mathbf R_j)]\approx 1-\sum_j u_{b(j)}(\mathbf R_j)$, where $b(j)$ is the type of segment $j$. Normalization brings no first-order correction because the fields average to zero. The probability density of segment $i$ therefore changes by

$$
\delta\langle\delta(\mathbf r-\mathbf R_i)\rangle=-\frac1V\sum_j\int d\mathbf r'\,P_{ij}(\mathbf r-\mathbf r')\,u_{b(j)}(\mathbf r'),
$$

where $P_{ij}$ is the distribution of the vector between segments $i$ and $j$. This vector is Gaussian with variance $b^2|i-j|/3$ along each axis, so the Fourier transform of $P_{ij}$ is $\exp(-q^2b^2|i-j|/6)=\exp(-x|i-j|/N)$. Multiplying by $nv_0=V/N$ and summing over the segments $i$ of block $a$ gives the change in volume fraction. For long chains, $s=i/N$ becomes continuous and the double sum becomes $N^2$ times a double integral:

$$
\delta\phi_a=-N\sum_b g_{ab}u_b,\qquad g_{ab}=\int_a ds\int_b dt\,e^{-x|s-t|}. \tag{3}
$$

For two points on the A block, the two orderings contribute equally:

$$
g_{AA}=2\int_0^{1/2}\!ds\int_0^s\!dt\,e^{-x(s-t)}
=\frac2x\int_0^{1/2}\!(1-e^{-xs})\,ds
=\frac{2(x/2+E-1)}{x^2}. \tag{4}
$$

By symmetry $g_{BB}=g_{AA}$. For points on different blocks the integral factorizes:

$$
g_{AB}=\int_{1/2}^1\!e^{-xs}ds\int_0^{1/2}\!e^{xt}dt
=\frac{E(1-E)}{x}\,\frac{1-E}{xE}=\frac{(1-E)^2}{x^2}. \tag{5}
$$

### Interactions and incompressibility

The random-phase approximation lets each ideal chain respond to the external fields $h_a$ plus the average field of the other chains. Differentiating (1) with respect to $\phi_A$ gives a field $\chi\phi_B$ on A, and likewise $\chi\phi_A$ on B. A pressure-like field $\xi$, equal for both types, enforces constant density. Thus

$$
u_A=h_A+\chi\,\delta\phi_B+\xi,\qquad u_B=h_B+\chi\,\delta\phi_A+\xi. \tag{6}
$$

Write $\delta\phi_A=\psi$ and $\delta\phi_B=-\psi$. Subtracting the two fields removes $\xi$:

$$
u_A-u_B=h-2\chi\psi,\qquad h=h_A-h_B. \tag{7}
$$

Inverting the matrix in (3) gives a second expression for the fields,

$$
\begin{pmatrix}u_A\\u_B\end{pmatrix}
=-\frac{\psi}{N\det g}
\begin{pmatrix}g_{BB}&-g_{AB}\\-g_{AB}&g_{AA}\end{pmatrix}
\begin{pmatrix}1\\-1\end{pmatrix}
=-\frac{\psi}{N\det g}\begin{pmatrix}g_{BB}+g_{AB}\\-g_{AB}-g_{AA}\end{pmatrix}.
$$

Taking the difference of its rows and equating it to (7) yields

$$
\psi=-S\,h,\qquad \frac1S=\frac{g_{AA}+g_{BB}+2g_{AB}}{N\det g}-2\chi . \tag{8}
$$

The elimination did not use equal block lengths. For the symmetric chain, the numerator is $2(g_{AA}+g_{AB})$ and the determinant is $(g_{AA}-g_{AB})(g_{AA}+g_{AB})$. The common factor cancels, leaving

$$
\frac NS=2\,[F(x)-\chi N],\qquad F=\frac1{g_{AA}-g_{AB}}. \tag{9}
$$

Inserting (4) and (5), the numerator of the difference is $x+2E-2-(1-2E+E^2)$, so

$$
F(x)=\frac{x^2}{D(x)},\qquad D(x)=x-3+4E-E^2. \tag{10}
$$

To see what the sign of $S$ means, consider the free energy of a weak wave. The external field contributes $v_0^{-1}\int h\psi$. The quadratic functional whose minimum reproduces $\psi=-Sh$ is

$$
\frac{\Delta\mathcal F}{k_BT}=\frac{V}{2v_0}\sum_{\mathbf q}\frac{|\psi_{\mathbf q}|^2}{S(q)},\qquad \psi(\mathbf r)=\sum_{\mathbf q}\psi_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}. \tag{11}
$$

A wave costs free energy if $\chi N<F(x)$ and lowers it if $\chi N>F(x)$. The spinodal is therefore the minimum of $F$ over $x>0$.

### Why the instability has a finite wavelength

Since $dE/dx=-E/2$, differentiating (10) gives

$$
D'=1-2E+E^2=(1-E)^2,\qquad D''=E(1-E). \tag{12}
$$

With $D(0)=0$ and $D'>0$, $D$ is positive for every $x>0$. At small $x$, $1-E\approx x/2$, so $D'\approx x^2/4$, $D\approx x^3/12$ and

$$
F\approx\frac{12}{x}\quad(x\to0),\qquad F\approx x+3\quad(x\to\infty). \tag{13}
$$

The first limit shows why an infinitely wide A-rich region cannot form. Separation over a distance much larger than the chain would require A blocks to leave their B partners behind. In the second limit $1/S\approx q^2b^2/3$ at leading order. This cost does not depend on $N$: it is the entropy lost by arranging short stretches of chain on a fine scale.

A minimum must lie between these limits. To show that there is just one, write

$$
F'=\frac{2xD-x^2D'}{D^2}=-\frac{xG}{D^2},\qquad G=xD'-2D. \tag{14}
$$

Using (12),

$$
G'=xD''-D'=(1-E)\,[(1+x)E-1]. \tag{15}
$$

The bracket is positive when $\ln(1+x)-x/2>0$. That function is concave, vanishes at $x=0$ and starts with slope $1/2$, so it has one positive zero, beyond which it is negative. Thus $G$ rises from $G(0)=0$ and then falls. At large $x$ it approaches $6-x$, so it crosses zero once, at $x_*$. By (14), $F$ falls before $x_*$ and rises after it.

At the crossing $2D=x_*(1-E_*)^2$, with $E_*=e^{-x_*/2}$. Numerical solution gives $x_*=3.785$ and $E_*=0.1507$, hence

$$
F_*=\frac{x_*^2}{D(x_*)}=\frac{2x_*}{(1-E_*)^2}=10.495,\qquad q_*R_g=\sqrt{x_*}=1.946. \tag{16}
$$

The familiar value 10.5 is this number rounded. The corresponding wavelength is $2\pi R_g/1.946=3.23R_g$. At $\chi N=11$, slightly above threshold, all waves with $1.605<qR_g<2.348$ are unstable.

### From the spinodal to the ordered state

A spinodal marks where the uniform state loses local stability. A first-order transition could occur before it, so the nonlinear terms matter. For the symmetric chain, exchanging the names A and B and reversing the chain leaves the model unchanged but turns $\psi$ into $-\psi$. The free energy is therefore even in $\psi$. This removes the cubic term, which could otherwise couple three waves whose wavevectors sum to zero.

For a lamella with $\psi=a\cos(q_*z)$ plus weaker harmonics, the spatial mean of $\psi^2$ is $a^2/2$ at leading order. There are $V/(Nv_0)$ chains, so (9) and (11) give the free energy per chain

$$
\frac{\Delta f}{k_BT}=\frac{F_*-\chi N}{2}\,a^2+\frac B4a^4+\cdots . \tag{17}
$$

A shift by half a period exchanges A and B, so the even harmonics of $\psi$ vanish. The third is of order $a^3$ and first enters the free energy at order $a^6$, so $B$ is fixed by the single cosine. If $B>0$, setting the derivative with respect to $a$ to zero gives

$$
\chi N-F_*=Ba^2,\qquad \frac{\Delta f}{k_BT}=-\frac B4a^4. \tag{18}
$$

The sign of $B$ was found from the full self-consistent-field equations, in which the chain weight is not expanded, at the fixed period $2\pi/q_*$. A lamella with $a=0.10$ exists at $\chi N=10.596$, so $B\approx(10.596-10.495)/0.01\approx10$. Equation (18) then predicts a gain of about $2.5\times10^{-4}\,k_BT$ per chain, and the directly computed gain is $2.55\times10^{-4}\,k_BT$. Combining the results for $a=0.05$ and $a=0.10$ to cancel the $a^2$ term gives a threshold of 10.494 at zero amplitude. This agrees with (16) to about 0.01% of $F_*$, with terms of order $a^4$ still left in the extrapolation.

Within mean-field theory the lamellar branch thus starts continuously at the spinodal and lies above it. This calculation covers lamellae near onset; it does not exclude every other morphology.

### What the long-chain limit means

The limit is taken with $\chi N$ held fixed. At fixed positive $\chi$, letting $N$ grow would simply drive $\chi N$ far past the threshold.

The first role of long chains is to justify the integrals in (3). Explicit sums over discrete Gaussian chains give spinodals of 10.275, 10.481 and 10.494 for 16, 64 and 256 segments. Between the last two, the distance from $F_*$ falls by a factor of about 16 for a fourfold increase in $N$, as a $1/N^2$ correction would. For this source of error, a few dozen segments are already long.

The second role is more demanding. Mean-field theory neglects the effect of composition fluctuations on one another. Their size can be estimated from (11), whose Gaussian weight gives $\langle|\psi_{\mathbf q}|^2\rangle=v_0S/V$ below the spinodal. Summing over wavevectors and using (9),

$$
\langle\psi^2\rangle=v_0\int\frac{d^3q}{(2\pi)^3}S
=\frac{v_0N}{2\pi^2R_g^3}\int\frac{k^2\,dk}{2[F-\chi N]}. \tag{19}
$$

Define $\bar N=Nb^6/v_0^2$. Since $R_g^3=N^{3/2}b^3/6^{3/2}$, the ratio $v_0N/R_g^3$ equals $6^{3/2}\bar N^{-1/2}$. The integrand in (19) tends to a constant at large $k$, so the integral needs a cutoff at the segment scale. That part stays finite at the spinodal. It does not shrink as $N$ grows at fixed $b$ and $v_0$, because the cutoff in $k$ rises as $\sqrt N$; it comes from short-range structure and is left out of the estimate below. The growing part comes from the peak, where, with $\epsilon=F_*-\chi N$ and $k_*=q_*R_g$,

$$
F-\chi N\approx\epsilon+\tfrac12F_{kk}(k-k_*)^2,\qquad F_{kk}=-\frac{4x_*^2G'(x_*)}{D(x_*)^2}=7.29. \tag{20}
$$

The curvature follows from (14): at $x_*$, $d^2F/dx^2=-x_*G'/D^2$, and changing the variable to $k$ multiplies it by $(2k_*)^2=4x_*$. Integrating the Lorentzian gives

$$
\langle\psi^2\rangle_{\rm peak}\approx
\frac{6^{3/2}}{2\pi^2\sqrt{\bar N}}\,
\frac{\pi k_*^2}{2\sqrt{\epsilon F_{kk}/2}}. \tag{21}
$$

Integration over the full $F$, with the difference between two small values of $\epsilon$ taken to remove the regular part, confirms this law to 0.05% for $\epsilon=0.001$ and 0.004; for $\epsilon=0.1$ and 0.4 the agreement is about 5%.

At fixed $\epsilon$ the peak fluctuations vanish as $\bar N^{-1/2}$, but at fixed $\bar N$ this Gaussian estimate of them diverges as $\epsilon\to0$. Through the quartic term in (17), they alter the quadratic coefficient by an amount of order $B\langle\psi^2\rangle$. Mean-field theory requires this to be small compared with $\epsilon$. Since (21) scales as $\bar N^{-1/2}\epsilon^{-1/2}$, the condition is $\epsilon\gg\bar N^{-1/3}$, apart from a numerical factor. That factor is not close to one: with $B\approx10$, $B\langle\psi^2\rangle$ equals $\epsilon$ at $\epsilon\approx8\,\bar N^{-1/3}$. Counting the pairings makes it larger. If the quartic term is taken as local, it is $(2B/3)\psi^4$ per chain, since the mean of $\cos^4$ is $3/8$. Replacing $\psi^4$ by $6\langle\psi^2\rangle\psi^2$ shifts $\epsilon$ by $4B\langle\psi^2\rangle$, which equals $\epsilon$ at about $20\,\bar N^{-1/3}$. The region around 10.495 where the theory fails therefore shrinks slowly with chain length. This is a scaling estimate, not a calculation of the shifted transition.

### A lithographic example

Take round model parameters $N=400$, $b=0.7$ nm and $v_0=0.12$ nm³. Then

$$
R_g=0.7\sqrt{400/6}=5.715\ \text{nm},\qquad
\chi_*=\frac{10.495}{400}=0.0262 .
$$

The period at onset is $3.2295\times5.715=18.5$ nm, a half-pitch of 9.2 nm.

If instead the chemistry fixes $\chi=0.05$, the threshold chain has $N=10.495/0.05\approx210$ segments. Eliminating $N$ from $R_g$ gives its period,

$$
L_*=\frac{2\pi b}{k_*}\sqrt{\frac{F_*}{6\chi}}=13.4\ \text{nm}, \tag{22}
$$

or a half-pitch of 6.7 nm. In this mean-field formula, halving the onset period at fixed $b$ requires four times the $\chi$; for short chains, where fluctuations matter, the factor can differ. Equation (22) describes the mean-field onset of order, where the composition contrast is vanishingly small. At finite $\bar N$, fluctuations make the onset first order and move it upward. A self-consistent (Hartree) treatment of the local quartic term puts it at $\chi N\approx10.495+41\,\bar N^{-1/3}$. For $\chi=0.05$ and the present $b$ and $v_0$, this means about 270 segments, $3.23R_g\approx15$ nm and an amplitude $a$ near 0.4 at onset. That treatment is itself asymptotic in large $\bar N$ and only rough here, but it shows that 210 segments and 13.4 nm are too optimistic.

A guiding pattern can induce a composition wave even below threshold. At $q_*$, (9) gives $S/N=0.048$, 0.091 and 1.01 for $\chi N=0$, 5 and 10. A periodic field with $Nh=0.02$ thus produces composition amplitudes of about 0.001, 0.002 and 0.02. The last is some twenty times the first, yet all three vanish when the field is removed. A pattern seen over a strong guide is therefore not proof that the melt orders by itself.

For $N=400$, $\bar N=400\times0.7^6/0.12^2\approx3270$. At $\epsilon=0.1$, (21) gives $\langle\psi^2\rangle_{\rm peak}\approx0.13$, about half the largest possible value of $\psi^2$, which is $1/4$. Then $B\langle\psi^2\rangle\approx1.3$, far above $\epsilon$, and the Gaussian estimate has left its own range of validity. For $\bar N=10^6$ the same product is about 0.07, still comparable with $\epsilon$; for $\bar N=10^8$ it is about 0.007, below $\epsilon$ as the condition requires. Because $B\langle\psi^2\rangle$ gives only the order of magnitude of the shift, even then the correction is not negligible: the Hartree shift $41\,\bar N^{-1/3}$ of the transition is about 0.09 at $\bar N=10^8$, comparable with $\epsilon$.

For the 400-segment chain, then, $\chi N=10.495$ sets the scale of the required repulsion but does not locate the ordering point precisely; the Hartree estimate places it near 13.3. The periods above carry the same reservation. They also describe a bulk melt of identical chains: a spread of chain lengths, unequal segment sizes, or the surfaces of a thin film would each change the starting equations. The numerical output lists the values at higher precision.

## Table of computed values

```
x* = (q* Rg)^2: 3.7852 (dimensionless)
q* Rg: 1.9456 (dimensionless)
exp(-x*/2): 0.15068 (dimensionless)
D(x*): 1.36524 (dimensionless)
g_AA, g_AB at x*: 0.14563, 0.05035 (dimensionless)
Spinodal chi N = F*: 10.4949 (dimensionless)
Period at onset / Rg: 3.2295 (dimensionless)
F x/12 at x = 0.01: 1.0038 (dimensionless)
F/x at x = 1000: 1.0030 (dimensionless)
F at x = 1: 17.169 (dimensionless)
F at x = 2: 11.898 (dimensionless)
F at x = 6: 11.262 (dimensionless)
F at x = 10: 14.231 (dimensionless)
S(q*)/N at chi N = 0: 0.0476 (dimensionless)
S(q*)/N at chi N = 5: 0.0910 (dimensionless)
S(q*)/N at chi N = 10: 1.0104 (dimensionless)
Unstable q Rg at chi N = 11: 1.605 to 2.348 (dimensionless)
Chain response of A, B to unit A field at q*: -0.14563, -0.05035 (dimensionless)
Bead chain N = 16: chi N = 10.2753, q* Rg = 1.9704 (dimensionless)
Bead chain N = 64: chi N = 10.4810, q* Rg = 1.9471 (dimensionless)
Bead chain N = 256: chi N = 10.4940, q* Rg = 1.9457 (dimensionless)
Lamella amplitude 0.05: chi N = 10.5195 (dimensionless), energy gain = 1.54e-05 kT/chain
Lamella amplitude 0.10: chi N = 10.5957 (dimensionless), energy gain = 2.55e-04 kT/chain
Field-theory threshold at zero amplitude: 10.4941 (dimensionless)
Curvature F_kk: 7.2856 (dimensionless)
Fluctuation integral, numeric/predicted: 1.00049 (dimensionless)
Example N: 400 segments
Example b: 0.7 nm
Example v0: 0.12 nm^3
Example Rg: 5.715 nm
Example q*: 0.3404 1/nm
Example critical chi: 0.02624 (dimensionless)
Example onset period: 18.46 nm
Example onset half-pitch: 9.23 nm
Example Nbar: 3268 (dimensionless)
Singular <psi^2>, eps = 0.1, Nbar = 3.27e+03: 1.28e-01 (dimensionless)
Singular <psi^2>, eps = 0.1, Nbar = 1e+06: 7.33e-03 (dimensionless)
Singular <psi^2>, eps = 0.1, Nbar = 1e+08: 7.33e-04 (dimensionless)
Given chi: 0.05 (dimensionless)
Threshold N for given chi: 209.9 segments
Period at that N: 13.37 nm
Half-pitch at that N: 6.69 nm
```
